# Critical Grazing Angle for Total External X-Ray Reflection from Silicon

## Problem

A parallel beam of X-rays travels in vacuum and strikes a flat, polished silicon mirror. At the photon energy used, the refractive index of silicon is slightly below one,

$$n=1-\delta,\qquad \delta=7.6\times10^{-6},$$

where $\delta$ is called the index decrement. The angle $\theta$ between the beam and the surface is the grazing angle; the angle from the surface normal is $90^\circ-\theta$.

(a) Neglecting absorption, find the largest grazing angle at which the mirror reflects the whole beam.

(b) Show that all the incident power returns below this angle, and find how far the field reaches into the silicon at half of it.

(c) The photon energy is about 8.05 keV, roughly that of a laboratory tube with a copper anode. The X-ray intensity in silicon then falls by a factor $e$ over roughly 70 µm. How much does this absorption change the answer?

The surface is taken as perfectly smooth and the change of index as abrupt. The silicon is isotropic, non-magnetic and thick enough for nothing to return from its back face.

## First estimate by scaling

Let $k=2\pi/\lambda$ be the wavenumber in vacuum, with $\lambda$ the vacuum wavelength. In silicon the wavenumber is $nk$, so its square is smaller than in vacuum by

$$k^2-n^2k^2=k^2(2\delta-\delta^2)\sim k^2\delta,$$

where the last form keeps the power of $\delta$ and drops numerical factors.

The wave can pay for this deficit only from its motion towards the surface. The wavevector component along the surface is fixed by the incident beam, because a uniform surface cannot change it. The component towards the surface is $k\sin\theta$, whose square is about $k^2\theta^2$ at small angles. If this is less than the deficit, no travelling wave can enter the silicon. The limit is therefore at

$$k^2\theta^2\sim k^2\delta,\qquad\text{so}\qquad \theta\sim\sqrt{\delta}.$$

Since $\delta$ is close to $10^{-5}$, the angle is a few milliradians, or roughly 0.2°. The square root explains why an index so close to one has a visible effect: an angle of order $10^{-3}$ comes from a decrement of order $10^{-5}$. The numerical factor needs the full solution.

## Exact solution

### The critical angle

Let $x$ run along the surface in the plane of incidence and let $z$ point into the silicon, with the surface at $z=0$. The incident wave varies along the surface as $\exp(ikx\cos\theta)$. A refracted wave at grazing angle $\theta_t$ varies as $\exp(inkx\cos\theta_t)$. The boundary conditions must hold at every $x$, which requires equal phase factors:

$$\cos\theta=n\cos\theta_t. \tag{1}$$

This is Snell's law written with grazing angles. Because $n<1$, it gives $\cos\theta_t>\cos\theta$, hence $\theta_t<\theta$: the ray is bent towards the surface. As $\theta$ is lowered, $\theta_t$ reaches zero first. A real refracted angle requires $\cos\theta_t=\cos\theta/n\le1$, so the critical angle $\theta_c$ satisfies

$$\cos\theta_c=n=1-\delta. \tag{2}$$

The reflection is called external because the wave arrives from outside the material. A wave going the other way, from silicon into vacuum, has $\cos\theta=n\cos\theta_t<1$, so it always has a real exit angle.

To solve equation (2) without subtracting nearly equal numbers, use $1-\cos\theta_c=2\sin^2(\theta_c/2)$:

$$2\sin^2\frac{\theta_c}{2}=\delta,\qquad
\theta_c=2\arcsin\sqrt{\frac{\delta}{2}}. \tag{3}$$

For small $u$, $\arcsin u=u+u^3/6+\dots$. With $u=\sqrt{\delta/2}$,

$$\theta_c=2u\left(1+\frac{u^2}{6}+\dots\right)
=\sqrt{2\delta}\left(1+\frac{\delta}{12}+\dots\right). \tag{4}$$

The numbers are

$$\theta_c\simeq\sqrt{2\times7.6\times10^{-6}}
=\sqrt{1.520\times10^{-5}}=3.899\times10^{-3}\ \text{rad}.$$

Multiplication by $180^\circ/\pi$ gives

$$\boxed{\theta_c=3.90\ \text{mrad}=0.223^\circ.}$$

To two figures this is $0.22^\circ$. The correction in equation (4) is a fraction $\delta/12=6.3\times10^{-7}$ of the angle, far below the accuracy of $\delta$. That accuracy matters more: from $\theta_c\propto\sqrt\delta$, a 1 % increase in $\delta$ raises $\theta_c$ by 0.5 %.

### Why the reflection is total

The absence of a refracted ray does not by itself show where the power goes. For that the field is needed. Take the electric field along $y$, parallel to the surface, with time dependence $\exp(-i\omega t)$. In each uniform medium Maxwell's equations give $\nabla^2E_y+n^2k^2E_y=0$, with $n=1$ in vacuum. Writing $E_y=E(z)\exp(ikx\cos\theta)$ turns the two $x$ derivatives into $-k^2\cos^2\theta$, so in silicon

$$\frac{d^2E}{dz^2}+k^2s^2E=0,\qquad s^2=n^2-\cos^2\theta. \tag{5}$$

For real $n$, equation (2) allows $n^2$ to be replaced by $\cos^2\theta_c$:

$$s^2=\cos^2\theta_c-\cos^2\theta=\sin^2\theta-\sin^2\theta_c. \tag{6}$$

Let the incident amplitude be one, the reflected amplitude $r$ and the transmitted amplitude $t$. Then

$$E=e^{ikz\sin\theta}+r\,e^{-ikz\sin\theta}\quad(z<0),\qquad
E=t\,e^{iksz}\quad(z>0).$$

The root $s$ is positive when real, so that power flows inward, and has a positive imaginary part otherwise, so that the field does not grow with depth. The tangential electric field is continuous. So is the tangential magnetic field, which in a non-magnetic medium is proportional to $dE/dz$. At $z=0$ these conditions read

$$1+r=t,\qquad \sin\theta\,(1-r)=s\,t.$$

Substituting the first into the second gives $\sin\theta-s=r(\sin\theta+s)$, hence

$$r=\frac{\sin\theta-s}{\sin\theta+s}. \tag{7}$$

The reflected fraction of the power is $R=|r|^2$. For any complex $s$, expanding the two squared moduli gives $|\sin\theta+s|^2-|\sin\theta-s|^2=4\sin\theta\,\mathrm{Re}\,s$. Therefore

$$1-R=\frac{4\sin\theta\;\mathrm{Re}\,s}{|\sin\theta+s|^2}. \tag{8}$$

Below $\theta_c$, equation (6) makes $s^2$ negative. Then $s$ is purely imaginary, $\mathrm{Re}\,s=0$ and $R=1$. At $\theta_c$ itself $s=0$ and again $R=1$. Above $\theta_c$, $s$ is real and positive, so $R<1$. This proves that the reflection is total up to the critical angle and partial beyond it.

The other polarization, with the magnetic field parallel to the surface, has the same limit. There the continuous quantities are $H_y$ and $n^{-2}dH_y/dz$, so $s$ in equation (7) is replaced by $s/n^2$. With real $n$ this is still imaginary below $\theta_c$, and the ratio still has modulus one.

### The field inside the silicon

Total reflection does not mean that the silicon is free of field. Below $\theta_c$ put $s=i\kappa/k$. The field then falls as $\exp(-\kappa z)$, with

$$\kappa=k\sqrt{\sin^2\theta_c-\sin^2\theta}\simeq k\sqrt{\theta_c^2-\theta^2}. \tag{9}$$

At 8.05 keV the wavelength is $\lambda=hc/(8.05\ \text{keV})=0.1540$ nm, so $k=2\pi/\lambda=40.80\ \text{nm}^{-1}$. At half the critical angle, $\theta=1.949$ mrad,

$$\kappa\simeq k\theta_c\sqrt{1-\tfrac14}
=(40.80\ \text{nm}^{-1})(3.899\times10^{-3})(0.8660)
=0.138\ \text{nm}^{-1}.$$

The field amplitude falls by a factor $e$ over $1/\kappa=7.3$ nm, and the intensity over half that distance. This near-surface field carries no average power inward, because $\mathrm{Re}\,s=0$.

As $\theta$ approaches $\theta_c$ from below, $\kappa$ tends to zero and the depth grows without limit in the lossless model. A slab of fixed thickness then no longer counts as thick, and some of the wave can leak through it. The statement $R=1$ up to $\theta_c$ therefore belongs to a mirror much thicker than $1/\kappa$.

### Just above the critical angle

For small angles above $\theta_c$, equation (6) gives $s\simeq\sqrt{\theta^2-\theta_c^2}$. Close to the limit $s\ll\theta$, and equation (8) becomes

$$1-R\simeq\frac{4s}{\theta}\simeq\frac{4\sqrt{\theta^2-\theta_c^2}}{\theta_c}.$$

The square root has infinite slope at $\theta_c$, so the reflectivity falls abruptly. At $\theta=1.1\,\theta_c$ the approximation $s\ll\theta$ no longer holds, and equation (7) must be used:

$$\frac{s}{\theta}=\sqrt{1-\frac{1}{1.1^2}}=0.417,\qquad
R=\left(\frac{1-0.417}{1+0.417}\right)^2\simeq0.17.$$

An increase of one tenth in the angle thus removes more than four fifths of the reflected power.

## The effect of absorption

Let the index be $n=1-\delta+i\beta$. A wave travelling a distance $\ell$ through the silicon has an amplitude proportional to $\exp(-k\beta\ell)$ and an intensity proportional to $\exp(-2k\beta\ell)$. Setting the intensity attenuation length $L$ equal to $1/(2k\beta)$ gives

$$\beta=\frac{\lambda}{4\pi L}
=\frac{0.1540\ \text{nm}}{4\pi(7.0\times10^{4}\ \text{nm})}
=1.75\times10^{-7},\qquad \frac{\beta}{\delta}=0.023.$$

From here on $\theta_c$ still denotes the lossless value. Expanding $n^2$ in equation (5), with small angles and only the leading terms in $\delta$ and $\beta$, gives

$$s^2\simeq\theta^2-\theta_c^2+2i\beta. \tag{10}$$

Now $s$ has a positive real part at every angle, so by equation (8) the reflection is less than total at every grazing angle above zero. The decaying field below $\theta_c$ loses power to the silicon.

**Below the edge.** Put $b=\sqrt{\theta_c^2-\theta^2}$ and suppose $2\beta\ll b^2$. Then

$$s=ib\sqrt{1-\frac{2i\beta}{b^2}}\simeq ib+\frac{\beta}{b}.$$

To leading order $|\theta+s|^2\simeq\theta^2+b^2=\theta_c^2$. Equation (8), with $\theta_c^2\simeq2\delta$, gives

$$1-R\simeq\frac{4\theta\beta}{b\,\theta_c^2}
=\frac{2\beta}{\delta}\,\frac{f}{\sqrt{1-f^2}},\qquad f=\frac{\theta}{\theta_c}. \tag{11}$$

The loss vanishes as $f\to0$. At $f=0.9$ it is $2(0.023)(0.9)/0.436=0.095$, so $R\simeq0.905$. Equation (7) with the complex index gives 0.909; the small difference comes from the higher powers of $\beta$ dropped in equation (11).

**At the edge.** Equation (11) fails here because $b=0$. Instead $s=\sqrt{2i\beta}=(1+i)\sqrt\beta$, since $(1+i)^2=2i$. Define $g=\sqrt\beta/\theta_c=\sqrt{\beta/(2\delta)}=0.107$. Then

$$R=\frac{(1-g)^2+g^2}{(1+g)^2+g^2}
=\frac{0.797+0.012}{1.226+0.012}\simeq0.65.$$

About a third of the beam is lost at the nominal critical angle, although $\beta$ is only 2.3 % of $\delta$. The reason is again a square root: at the edge the loss is governed by $\sqrt{\beta/\delta}$, not by $\beta/\delta$.

**Above the edge.** At $1.1\,\theta_c$ the complex index gives $R=0.169$, against 0.170 without absorption. To first order in $\beta$, $s$ gains only an imaginary part there. This part enters the squared moduli $|\theta\pm s|^2$ as its square, so $R$ has no first-order change.

With absorption the edge is rounded, and a critical angle must be defined by some feature of the curve. One choice is the point of steepest fall. It was located by evaluating $R$ from equation (7) on a fine grid of angles and differentiating numerically. It lies at $0.2241^\circ$, which is 0.3 % above the lossless $\theta_c=0.2234^\circ$. The angle found in part (a) therefore remains a good label for the position of the edge, but it does not mark the end of perfect reflection.

## Comparison of the estimate and the exact result

The scaling argument gave $\theta\sim\sqrt\delta$. Equation (4) gives $\theta_c\simeq\sqrt2\,\sqrt\delta$. The estimate has the right power of $\delta$ and the right order of magnitude; used as a value, it would be 29 % below the exact result, since $1/\sqrt2=0.71$. The missing factor is the 2 in $k^2-n^2k^2\simeq2\delta k^2$.

Once that factor is restored, the small-angle formula is accurate for any small decrement. Its limits show in the extreme case $\delta=1$, where $n=0$. Equation (3) then gives $\theta_c=2\arcsin(1/\sqrt2)=\pi/2$: reflection is total at every angle. The form $\sqrt{2\delta}$ gives 1.41 rad, which is 10 % too low. For silicon at 8.05 keV the two forms are indistinguishable in practice.

## Relation to a real silicon mirror

The size of $\delta$ can be understood from a model of free electrons. An electron of charge $-e$ and mass $m$ in a field $E\exp(-i\omega t)$ obeys $-m\omega^2x=-eE$, so its displacement is $x=eE/(m\omega^2)$. With $n_e$ electrons per volume the polarization is $P=-n_eex=-n_ee^2E/(m\omega^2)$. It opposes the field, which is why the index lies below one:

$$n^2=1-\frac{n_ee^2}{\varepsilon_0m\omega^2},\qquad
\delta\simeq\frac{n_ee^2}{2\varepsilon_0m\omega^2}
=\frac{r_e\lambda^2n_e}{2\pi}.$$

The last step uses $\omega=2\pi c/\lambda$ and the classical electron radius $r_e=e^2/(4\pi\varepsilon_0mc^2)$. The cubic cell of silicon has an edge of 0.5431 nm and holds 8 atoms with 14 electrons each, so $n_e=112/(0.5431\ \text{nm})^3=699\ \text{nm}^{-3}$. The model then gives $\delta=7.44\times10^{-6}$, 2.1 % below the given value. It ignores the binding of the electrons, so exact agreement is not expected; a difference of this size still shows that the given decrement suits the stated energy. The difference would lower $\theta_c$ by about 1 %. In this model $\theta_c\simeq\sqrt{2\delta}$ is proportional to $\lambda$, so a harder beam needs a smaller grazing angle.

A real mirror breaks the assumption of no absorption. For the rough attenuation length used here, this moves the steepest point of the edge by 0.3 % but lowers the reflectivity at $\theta_c$ to about 0.65. A mirror meant to reflect nine tenths or more of such a beam should therefore work some way below $\theta_c$; at $0.9\,\theta_c$ the model gives 91 %. If the attenuation length is taken as 65 µm or 75 µm instead, this becomes 90 % or 92 %, and the reflectivity at $\theta_c$ becomes 0.64 or 0.66. The figure at $0.9\,\theta_c$ holds for a smooth, clean surface and a beam whose angular spread is much less than the remaining margin of $0.1\,\theta_c$, or 0.39 mrad. Roughness and surface films are not included. The mirror must also be long: a beam of width $w$ covers a length $w/\sin\theta$, which at $\theta_c$ is about 256 times its width.

Numerical values quoted here were computed with a short program.
